# Counting random cis/trans and fac/mer isomers on an octahedral centre: verification in Python

```python
"""Random ligand placement on an octahedral centre M with ligands X and Y.

Result under test: if all placements of a composition are equally probable,
cis:trans = 4:1 for MX4Y2 and fac:mer = 2:3 for MX3Y3.
A placement is a tuple of six numbers, 0 for X and 1 for Y. Sites are ordered
+x, -x, +y, -y, +z, -z. sigma is the rotational symmetry number of an isomer,
R the gas constant, T the temperature, y the fraction of sites holding Y.
In the example M = W, X = F, Y = Cl.
"""
from fractions import Fraction
from itertools import combinations, permutations, product
from math import comb, exp, log, sqrt
import numpy as np
from scipy import constants as const
from pyscf import gto, lib, scf

lib.num_threads(1)

# Round example inputs
T = 500.0                 # K
pressure = 100.0          # mTorr, all hexahalides together
rate_gain, rate_loss = 2.0, 3.0   # relative rates X->Y and Y->X per site
y = rate_gain / (rate_gain + rate_loss)
RT = const.R * T / 1000.0         # kJ/mol

sites = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                  [0, -1, 0], [0, 0, 1], [0, 0, -1]])
isomers = {"cis": (1, 0, 1, 0, 0, 0), "trans": (1, 1, 0, 0, 0, 0),
           "fac": (1, 0, 1, 0, 1, 0), "mer": (1, 1, 1, 0, 0, 0)}


def opposite_y_pairs(placement):
    """Number of pairs of Y ligands at 180 degrees, from site vectors."""
    occupied = [i for i in range(6) if placement[i]]
    return sum(int(sites[i] @ sites[j] == -1)
               for i, j in combinations(occupied, 2))


# Explicit enumeration of all placements
states = list(product((0, 1), repeat=6))
members = {
    "cis": [s for s in states if sum(s) == 2 and opposite_y_pairs(s) == 0],
    "trans": [s for s in states if sum(s) == 2 and opposite_y_pairs(s) == 1],
    "fac": [s for s in states if sum(s) == 3 and opposite_y_pairs(s) == 0],
    "mer": [s for s in states if sum(s) == 3 and opposite_y_pairs(s) == 1]}
count = {name: len(group) for name, group in members.items()}
assert count["trans"] == 3 and count["cis"] == comb(6, 2) - 3
assert count["fac"] == 2**3 and count["mer"] == 3 * 4
assert count["fac"] + count["mer"] == comb(6, 3)
assert Fraction(count["cis"], count["trans"]) == 4
assert Fraction(count["fac"], count["mer"]) == Fraction(2, 3)

# Proper rotations generated as signed permutation matrices
site_maps = []
for order in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        matrix = np.zeros((3, 3), dtype=int)
        for row in range(3):
            matrix[row, order[row]] = signs[row]
        if round(np.linalg.det(matrix)) == 1:
            moved = sites @ matrix.T
            site_maps.append([int(np.argmax(sites @ v)) for v in moved])
assert len(site_maps) == 24
sigma = {}
for name, placement in isomers.items():
    images = [tuple(placement[i] for i in mapping) for mapping in site_maps]
    sigma[name] = images.count(placement)
    # One orbit contains every placement in the geometric class.
    assert set(images) == set(members[name])
    assert count[name] * sigma[name] == len(site_maps)
assert [sigma[k] for k in ("cis", "trans", "fac", "mer")] == [2, 8, 3, 2]

# Successive random replacement, starting from MX6
n_sequence = n_cis = n_fac = n_cis_fac = 0
for sequence in permutations(range(6), 3):
    two = tuple(int(i in sequence[:2]) for i in range(6))
    three = tuple(int(i in sequence) for i in range(6))
    is_cis = opposite_y_pairs(two) == 0
    is_fac = opposite_y_pairs(three) == 0
    n_sequence += 1
    n_cis += is_cis
    n_fac += is_fac
    n_cis_fac += is_cis and is_fac
p_cis = Fraction(n_cis, n_sequence)
p_fac_from_cis = Fraction(n_cis_fac, n_cis)
p_fac = Fraction(n_fac, n_sequence)
assert p_cis == Fraction(4, 5) and p_fac_from_cis == Fraction(1, 2)
assert n_fac == n_cis_fac and p_fac == Fraction(2, 5)


def exchange_steady_state(pair_energy):
    """Stationary probabilities; energy in kJ/mol per opposite Y-Y pair."""
    rates = np.zeros((64, 64))
    index = {s: i for i, s in enumerate(states)}
    for old in states:
        for site in range(6):
            new = list(old)
            new[site] = 1 - new[site]
            new = tuple(new)
            change = pair_energy * (opposite_y_pairs(new)
                                    - opposite_y_pairs(old))
            rate = rate_gain if new[site] else rate_loss
            rate *= min(1.0, exp(-change / RT))
            rates[index[new], index[old]] += rate
            rates[index[old], index[old]] -= rate
    rates[-1, :] = 1.0
    right = np.zeros(64)
    right[-1] = 1.0
    solution = np.linalg.solve(rates, right)
    return {name: sum(solution[index[s]] for s in group)
            for name, group in members.items()}


share = exchange_steady_state(0.0)
p_two = comb(6, 2) * y**2 * (1 - y)**4
p_three = comb(6, 3) * y**3 * (1 - y)**3
assert abs(share["cis"] / share["trans"] - 4) < 1e-10
assert abs(share["fac"] / share["mer"] - 2 / 3) < 1e-10
assert abs(share["cis"] + share["trans"] - p_two) < 1e-12
assert abs(share["fac"] + share["mer"] - p_three) < 1e-12
test_energy = 3.0
biased = exchange_steady_state(test_energy)
factor = exp(test_energy / RT)
assert abs(biased["cis"] / biased["trans"] - 4 * factor) < 1e-9
assert abs(biased["fac"] / biased["mer"] - 2 * factor / 3) < 1e-9

# Harmonic molecule: equal force field for X and Y, unequal masses
mass_M, mass_X, mass_Y = 183.84, 19.00, 35.45     # atomic mass units
bond = 2.0e-10                                    # m
k_bond, k_edge = 450.0, 30.0                      # N/m
positions = np.vstack([np.zeros(3), bond * sites])
hessian = np.zeros((21, 21))
for i, j in combinations(range(7), 2):
    separation = positions[j] - positions[i]
    length = np.linalg.norm(separation)
    if i > 0 and length > 1.5 * bond:
        continue                                  # no spring across centre
    direction = separation / length
    stretch = np.zeros(21)
    stretch[3*i:3*i+3] = -direction
    stretch[3*j:3*j+3] = direction
    hessian += (k_bond if i == 0 else k_edge) * np.outer(stretch, stretch)


def nuclear_weights(name):
    """Log classical and quantum rotation-vibration weights, wavenumbers."""
    masses = np.array([mass_M] + [mass_Y if s else mass_X
                                  for s in isomers[name]]) * const.atomic_mass
    root = np.sqrt(np.repeat(masses, 3))
    values = np.linalg.eigvalsh(hessian / np.outer(root, root))
    assert max(abs(values[:6])) < 1e-9 * values[-1]
    assert values[6] > 1e-4 * values[-1]
    omega = np.sqrt(values[6:])
    centred = positions - masses @ positions / masses.sum()
    inertia = sum(m * (r @ r * np.eye(3) - np.outer(r, r))
                  for m, r in zip(masses, centred))
    moments = np.linalg.eigvalsh(inertia)
    rotation = 0.5 * np.log(moments).sum() - log(sigma[name])
    x = const.hbar * omega / (const.k * T)
    classical = rotation - np.log(x).sum()
    quantum = rotation - np.log(2 * np.sinh(x / 2)).sum()
    return classical, quantum, omega / (2 * const.pi * const.c * 100)


nuclear = {name: nuclear_weights(name) for name in isomers}
classical_ct = exp(nuclear["cis"][0] - nuclear["trans"][0])
classical_fm = exp(nuclear["fac"][0] - nuclear["mer"][0])
quantum_ct = exp(nuclear["cis"][1] - nuclear["trans"][1])
quantum_fm = exp(nuclear["fac"][1] - nuclear["mer"][1])
assert abs(classical_ct / 4 - 1) < 1e-8
assert abs(classical_fm / (2 / 3) - 1) < 1e-8
# Nuclear quantum effects should be minor at this temperature.
assert abs(quantum_ct / 4 - 1) < 0.05
assert abs(quantum_fm / (2 / 3) - 1) < 0.05

# Electronic energies of the four isomers at fixed, rough geometries
length_F, length_Cl = 1.83, 2.27                 # angstrom


def hartree_fock_energy(placement):
    atoms = [("W", (0.0, 0.0, 0.0))]
    for vector, is_chlorine in zip(sites, placement):
        symbol = "Cl" if is_chlorine else "F"
        distance = length_Cl if is_chlorine else length_F
        atoms.append((symbol, tuple(float(c) * distance for c in vector)))
    molecule = gto.M(atom=atoms, unit="Angstrom", verbose=0,
                     basis={"W": "def2-svp", "F": "6-31g", "Cl": "6-31g"},
                     ecp={"W": "def2-svp"}, max_memory=3000)
    field = scf.RHF(molecule)
    field.conv_tol = 1e-8
    field.kernel()
    if not field.converged:
        orbitals, occupations = field.mo_coeff, field.mo_occ
        field = field.newton()
        field.kernel(orbitals, occupations)
    assert field.converged
    highest = field.mo_energy[field.mo_occ > 0].max()
    lowest = field.mo_energy[field.mo_occ == 0].min()
    assert lowest - highest > 0.1                # closed shell, hartree
    return field.e_tot


energy = {name: hartree_fock_energy(s) for name, s in isomers.items()}
hartree = const.value("Hartree energy") * const.N_A / 1000.0
gap_ct = (energy["trans"] - energy["cis"]) * hartree
gap_fm = (energy["mer"] - energy["fac"]) * hartree

print(f"Placements MX4Y2, MX3Y3: {comb(6, 2)}, {comb(6, 3)}")
for name in isomers:
    print(f"{name}: placements {count[name]}, sigma {sigma[name]}")
print(f"cis:trans = {Fraction(count['cis'], count['trans'])} : 1")
print(f"fac/mer = {Fraction(count['fac'], count['mer'])}")
print(f"Stepwise P(cis), P(fac|cis), P(fac): "
      f"{p_cis}, {p_fac_from_cis}, {p_fac}")
print(f"Temperature: {T:.0f} K; RT = {RT:.3f} kJ/mol")
print(f"Total pressure: {pressure:.0f} mTorr; Cl site fraction: {y:.2f}")
print(f"Share of WF4Cl2: {p_two:.4f}; of WF3Cl3: {p_three:.4f}")
for name in isomers:
    print(f"{name}: share {share[name]:.4f}, "
          f"partial pressure {pressure * share[name]:.2f} mTorr")
print(f"Delta G trans->cis, random: {-RT * log(4):.3f} kJ/mol")
print(f"Delta G fac->mer, random: {-RT * log(1.5):.3f} kJ/mol")
print(f"Energy gap changing a ratio by 10 %: {RT * log(1.1):.3f} kJ/mol")
print(f"Model masses M, X, Y: {mass_M}, {mass_X:.2f}, {mass_Y} u")
print(f"Model bond length: {bond * 1e9:.3f} nm")
print(f"Model springs bond, edge: {k_bond:.0f}, {k_edge:.0f} N/m")
waves = nuclear["cis"][2]
print(f"cis model wavenumbers: {waves.min():.0f} to {waves.max():.0f} cm^-1")
print(f"Classical nuclei cis/trans, fac/mer: "
      f"{classical_ct:.6f}, {classical_fm:.6f}")
print(f"Quantum nuclei cis/trans, fac/mer: "
      f"{quantum_ct:.6f}, {quantum_fm:.6f}")
print(f"HF bond lengths W-F, W-Cl: "
      f"{length_F / 10:.3f}, {length_Cl / 10:.3f} nm")
print(f"HF E(trans)-E(cis): {gap_ct:.2f} kJ/mol")
print(f"HF E(mer)-E(fac): {gap_fm:.2f} kJ/mol")
print(f"cis/trans with HF gap: {4 * exp(gap_ct / RT):.3g}")
print(f"fac/mer with HF gap: {2 / 3 * exp(gap_fm / RT):.3g}")
print("all assertions hold")
```

Output:

```
Placements MX4Y2, MX3Y3: 15, 20
cis: placements 12, sigma 2
trans: placements 3, sigma 8
fac: placements 8, sigma 3
mer: placements 12, sigma 2
cis:trans = 4 : 1
fac/mer = 2/3
Stepwise P(cis), P(fac|cis), P(fac): 4/5, 1/2, 2/5
Temperature: 500 K; RT = 4.157 kJ/mol
Total pressure: 100 mTorr; Cl site fraction: 0.40
Share of WF4Cl2: 0.3110; of WF3Cl3: 0.2765
cis: share 0.2488, partial pressure 24.88 mTorr
trans: share 0.0622, partial pressure 6.22 mTorr
fac: share 0.1106, partial pressure 11.06 mTorr
mer: share 0.1659, partial pressure 16.59 mTorr
Delta G trans->cis, random: -5.763 kJ/mol
Delta G fac->mer, random: -1.686 kJ/mol
Energy gap changing a ratio by 10 %: 0.396 kJ/mol
Model masses M, X, Y: 183.84, 19.00, 35.45 u
Model bond length: 0.200 nm
Model springs bond, edge: 450, 30 N/m
cis model wavenumbers: 139 to 729 cm^-1
Classical nuclei cis/trans, fac/mer: 4.000000, 0.666667
Quantum nuclei cis/trans, fac/mer: 4.000025, 0.666671
HF bond lengths W-F, W-Cl: 0.183, 0.227 nm
HF E(trans)-E(cis): -21.96 kJ/mol
HF E(mer)-E(fac): -23.84 kJ/mol
cis/trans with HF gap: 0.0203
fac/mer with HF gap: 0.00216
all assertions hold
```
